# The radiative-recoil double logarithm in muonium hyperfine splitting

A correction to the muonium ground-state hyperfine splitting with one loop, one extra exchanged photon and one power of recoil should, by power counting, be about $(\alpha/\pi)^2(m/M)E_F=0.116$ kHz. The electron vacuum-polarization diagrams of that order give $-9.26$ kHz, with the nonrecoil part separated as defined below. The counting fails because the momentum integral extends logarithmically from the electron mass $m$ to the muon mass $M$, and the coupling grows logarithmically across that window. The product gives $-2(\alpha/\pi)^2(m/M)\ln^2(M/m)\,E_F$. The statement derived here covers the one-loop electron and muon vacuum-polarization diagrams. Radiative photons on the fermion lines, the tau loop and hadronic loops enter at the same order in $\alpha$ and are not treated.

Conventions: $\hbar=c=1$, metric $(+,-,-,-)$, $\bar uu=1$, $e^2=4\pi\alpha$, $r=M/m$, $L=\ln r$, $m_r=mM/(m+M)$, $Z=1$, 1S state. By charge conjugation the $\mu^+$ is a Dirac particle of charge $+e$; its anomalous moment is left out, also in $E_F$.

## One photon: the scale $E_F$

Vertices $-ie_j\gamma^\mu$ and the propagator $-ig_{\mu\nu}/q^2$ give $i\mathcal M=ie_1e_2\,j_1\!\cdot\! j_2/q^2$. With $q^2=-\mathbf q^2$ the potential is $V=-\mathcal M=e_1e_2\,j_1\!\cdot\! j_2/\mathbf q^2$, repulsive for like charges. For an electron kicked from rest to $\mathbf q$ the lower spinor is $\boldsymbol\sigma\cdot\mathbf q\,\chi/2m$, so $\mathbf j_1=\boldsymbol\sigma\cdot\mathbf q\,\boldsymbol\sigma/2m=(\mathbf q+i\boldsymbol\sigma\times\mathbf q)/2m$. The muon receives $-\mathbf q$, with spin current $-i\boldsymbol\sigma'\times\mathbf q/2M$. The spin-spin part of $j_1\!\cdot\! j_2=j_1^0j_2^0-\mathbf j_1\!\cdot\mathbf j_2$ is $-(\boldsymbol\sigma\times\mathbf q)\cdot(\boldsymbol\sigma'\times\mathbf q)/4mM$, which averages in an S state to $-\tfrac23\mathbf q^2\boldsymbol\sigma\cdot\boldsymbol\sigma'/4mM$. With $e_1e_2=-4\pi\alpha$, $V=2\pi\alpha\,\boldsymbol\sigma\cdot\boldsymbol\sigma'/3mM$. Triplet minus singlet is $1-(-3)=4$ and $|\psi(0)|^2=(\alpha m_r)^3/\pi$, so
$$E_F=\frac{8\pi\alpha}{3mM}|\psi(0)|^2=\frac83\frac{\alpha^4m_r^3}{mM}.$$

## Two photons, no loop

For loop momenta $k\gg\alpha m$ the atomic momenta can be set to zero, at leading order in $\alpha$, and the shift is $\Delta E=-|\psi(0)|^2\mathcal M$. A particle at rest, $p=(m,\mathbf 0)$, has the forward Compton tensor
$$T^{\mu\nu}(k)=\bar u\left[\frac{\gamma^\mu(\not p+\not k+m)\gamma^\nu}{k^2+2mk_0}+\frac{\gamma^\nu(\not p-\not k+m)\gamma^\mu}{k^2-2mk_0}\right]u .$$
Since $\not p\gamma^\nu=2p^\nu-\gamma^\nu\not p$ and $\not pu=mu$, one has $(\not p+m)\gamma^\nu u=2p^\nu u$, and this piece gives $2p^\mu p^\nu/m$: symmetric and free of spin. In $\gamma^\mu\gamma^\alpha\gamma^\nu=g^{\mu\alpha}\gamma^\nu+g^{\alpha\nu}\gamma^\mu-g^{\mu\nu}\gamma^\alpha\pm i\epsilon^{\mu\alpha\nu\beta}\gamma_\beta\gamma_5$ only the last term carries spin, $A^{\mu\nu}(k)=\pm i\epsilon^{\mu\alpha\nu\beta}k_\alpha s_\beta$ with $s=(0,\boldsymbol\sigma)$; the sign is common to both particles and drops out. The crossed term gives $-A^{\nu\mu}=+A^{\mu\nu}$, so the denominators add:
$$T^{\mu\nu}_{\rm spin}=A^{\mu\nu}\frac{2k^2}{D_m},\qquad D_m=k^4-4m^2k_0^2 .$$
The muon absorbs $-k$. Symmetric times antisymmetric vanishes. Using $\epsilon^{\mu\nu\alpha\beta}\epsilon_{\mu\nu\gamma\delta}=-2(\delta^\alpha_\gamma\delta^\beta_\delta-\delta^\alpha_\delta\delta^\beta_\gamma)$, $s\cdot s'=-\boldsymbol\sigma\cdot\boldsymbol\sigma'$ and the average $(k\cdot s)(k\cdot s')\to\mathbf k^2\boldsymbol\sigma\cdot\boldsymbol\sigma'/3$,
$$A_1(k)\cdot A_2(-k)=-i^2(-2)\left[k^2s\cdot s'-(k\cdot s)(k\cdot s')\right]=\tfrac23\,\boldsymbol\sigma\cdot\boldsymbol\sigma'\,(3k_0^2-2\mathbf k^2).$$
Each fermion line supplies $(-ie_j)^2\,i=-ie_j^2$, the photons supply $(-i)^2/k^4$, and the product of these phases is $+1$. The four terms of $T_1\cdot T_2$ contain the ladder and crossed diagrams twice each (relabel $k\to-k$, $\mu\leftrightarrow\nu$), hence
$$i\mathcal M=\frac{e^4}{2}\int\!\frac{d^4k}{(2\pi)^4}\frac{T_1(k)\cdot T_2(-k)}{k^4}=\frac43e^4\,\boldsymbol\sigma\cdot\boldsymbol\sigma'\!\int\!\frac{d^4k}{(2\pi)^4}\frac{3k_0^2-2\mathbf k^2}{D_mD_M}.$$
The poles $k_0=\mp m+\sqrt{m^2+\mathbf k^2}-i0$ lie on the positive axis and $k_0=\mp m-\sqrt{m^2+\mathbf k^2}+i0$ on the negative one, so $k_0=ik_4$ crosses none. Then $d^4k\to i\,d^4k$ and $3k_0^2-2\mathbf k^2\to-(2k^2+k_4^2)$, with $k^2=k_4^2+\mathbf k^2$ from now on. The splitting carries $4\cdot\tfrac43\cdot16\pi^2\alpha^2/16\pi^4=16\alpha^2/3\pi^2$; dividing by $8\pi\alpha/3mM$,
$$\frac{\Delta E}{E_F}=\frac{2\alpha mM}{\pi^3}\int\! d^4k\,\frac{2k^2+k_4^2}{(k^4+4m^2k_4^2)(k^4+4M^2k_4^2)} .$$

Put $k_4=kc$, $c=\cos\theta$, $d^4k=4\pi k^3\sin^2\theta\,dk\,d\theta$, $a=4m^2$, $b=4M^2$. Cross-multiplication confirms
$$\frac{2+c^2}{(k^2+ac^2)(k^2+bc^2)}=\frac1{b-a}\left[\frac{2b/k^2-1}{k^2+bc^2}-\frac{2a/k^2-1}{k^2+ac^2}\right].$$
With $\tan\theta$ as variable, $\int_0^\pi d\theta/(k^2+ac^2)=\pi/k\sqrt{k^2+a}$, and $\sin^2\theta=(1+k^2/a)-(k^2+ac^2)/a$ then gives $\int_0^\pi\sin^2\theta\,d\theta/(k^2+ac^2)=\pi/[k(k+\sqrt{k^2+a})]$. Let $x=k/\sqrt a$ and $z=\sqrt{1+x^2}-x$, so that $k+\sqrt{k^2+a}=\sqrt a/z$ and $xz=(1-z^2)/2$. Each fraction times $k^2$ integrates to $\pi(2/x^2-1)xz=\pi(W-\tfrac12)$, the $\tfrac12$ cancels between the masses, and
$$\frac{\Delta E}{E_F}=\frac{2\alpha}{\pi}\frac{mM}{M^2-m^2}\int_0^\infty\!\frac{dk}{k}\left[W\!\left(\tfrac{k}{2M}\right)-W\!\left(\tfrac{k}{2m}\right)\right],\qquad W(x)=\frac{2z}{x}+\frac{z^2}{2}.$$
Write $W=2/x+u$. From $z=1-x+x^2/2+\dots$ and $z\to1/2x$ follow $u=-\tfrac32+x^2+O(x^3)$ at small $x$, and $W\to9/8x^2$, $u\to-2/x$ at large $x$.

Limit $k\ll m$. The $2/x$ terms give $4(M-m)/k$, so $\Delta E/E_F\to(8\alpha m_r/\pi)\int dk/k^2$. This must be the Coulomb iteration of the contact potential. One Coulomb exchange changes $\psi(0)$ by the fraction $\int\frac{d^3k}{(2\pi)^3}\frac{-4\pi\alpha}{k^2}\frac{-2m_r}{k^2}=(4\alpha m_r/\pi)\int dk/k^2$, on either side of the contact term, which reproduces size and sign. The term is already inside $|\psi(0)|^2$ and is subtracted. For $m=1$, $M=7$ the amplitude built from explicit Dirac matrices gives the coefficient $2.22817$, equal to $8m_r/\pi=7/\pi$.

The remainder is a Frullani integral. With cutoffs $\varepsilon,\Lambda$ and the variable $x$ in each term, the common range cancels and leaves $\int_{\varepsilon/2M}^{\varepsilon/2m}u\,dx/x-\int_{\Lambda/2M}^{\Lambda/2m}u\,dx/x\to[u(0)-u(\infty)]L$, so
$$\Delta E_{\rm rec}=-\frac{3\alpha}{\pi}\frac{mM}{M^2-m^2}\,L\,E_F .$$
The logarithm comes from a plateau: for $m\ll k\ll M$, $u(k/2M)-u(k/2m)\approx-\tfrac32+4m/k$. At $r=10^8$ and $k=\sqrt{mM}$ this predicts the computed $-1.49960$. As $M\to m$, $mML/(M^2-m^2)\to\tfrac12$, finite as it must be.

## One loop, leading logarithm

The one-loop electron polarization, renormalized at $k=0$, is the QED input. It multiplies a photon propagator by $1+(\alpha/\pi)I(k)$,
$$I(k)=2\int_0^1\!dy\,y(1-y)\ln\!\left[1+y(1-y)\frac{k^2}{m^2}\right];$$
its $k^\mu k^\nu$ part vanishes against $A^{\mu\nu}$. For $k\ll m$, $I\to2\int y^2(1-y)^2dy\,k^2/m^2=k^2/15m^2$, which removes atomic momenta and justifies zero external momenta. For $k\gg m$, $2\int y(1-y)dy=\tfrac13$ and $4\int y(1-y)\ln y\,dy=4(-\tfrac14+\tfrac19)$ give $I\to\tfrac23\ln(k/m)-\tfrac59$. The loop sits in either photon, so $\alpha^2\to\alpha^2(k)=\alpha^2[1+(4\alpha/3\pi)\ln(k/m)]$ at leading logarithm. On the plateau,
$$\Delta E=-\frac{3\alpha}{\pi}\frac mM E_F\int_m^M\!\frac{dk}{k}\,\frac{4\alpha}{3\pi}\ln\frac km=-2\left(\frac\alpha\pi\right)^2\frac mM\,L^2E_F .$$
The sign is that of the recoil term, strengthened by a stronger coupling. Moving the upper edge from $M$ to $cM$ replaces $L^2$ by $(L+\ln c)^2$ and changes only the $L$ term and the constant, so this step fixes $L^2$ and nothing below it. Second differences in $L$ of the exact integral, taken around $L=16$ where power corrections in $m/M$ are negligible, test the localization: the $L^2$ coefficient is $-2.00000$ from $m<k<M$ and zero to five decimals from outside. At the muonium mass ratio those power corrections move the split between the two regions in the third decimal.

## One loop, exactly

Insert $2(\alpha/\pi)I$ and write $W(k/2M)=4M/k+u(k/2M)$. With $y=(1+v)/2$ and an integration by parts (primitive $v-v^3/3$, boundary terms zero),
$$I=\int_0^1\!dv\,\frac{v^2(1-v^2/3)}{1-v^2}\,\frac{k^2}{k^2+\lambda^2},\qquad\lambda=\frac{2m}{\sqrt{1-v^2}} .$$
Since $\int_0^\infty dk/(k^2+\lambda^2)=\pi/2\lambda$, $\int I\,dk/k^2=\frac{\pi}{4m}\left(\frac\pi4-\frac13\frac{3\pi}{16}\right)=3\pi^2/64m$. The $4M/k$ term therefore gives $\tfrac34\alpha^2E_FM^2/(M^2-m^2)$, which survives $M\to\infty$ and is the nonrecoil correction. The rest is
$$\Delta E=\left(\frac\alpha\pi\right)^2\frac{mM}{M^2-m^2}E_FB_e,\qquad B_e=4\!\int\!\frac{dk}{k}u\!\left(\tfrac{k}{2M}\right)I-4X,\qquad X=\int\!\frac{dk}{k}W\!\left(\tfrac{k}{2m}\right)I .$$
The constant in $B_e$ depends on this split: calling $\tfrac34\alpha^2(m_r/m)E_F$ nonrecoil instead would add $3\pi^2/4$ to it. The logarithms are unaffected.

The first integral has two scales, which Mellin transforms separate. With $x=(1-z^2)/2z$ and $a_n=(n-s)/2$,
$$M_n(s)=\int_0^\infty\! x^{s-1}z^ndx=\frac{B(a_n,s)+B(a_n+1,s)}{2^{s+1}}=\frac{n\,\Gamma(s)\Gamma(\frac{n-s}2)}{2^{s+1}\Gamma(\frac{n+s}2+1)},$$
because the two Beta functions combine with numerator $(a_n+s)+a_n=n$. Now $u=z^2/2+2(z-1)/x$. For $-1<\sigma<0$ the continuation $M_1(\sigma)$ is the transform of $z-1$, since $\int_0^1x^{\sigma-1}dx=1/\sigma$ continues to $-\int_1^\infty x^{\sigma-1}dx$. For $0<\mathrm{Re}\,s<1$, with $1/(2+s)-2/(1-s)=-3(1+s)/(2+s)(1-s)$,
$$\hat U(s)=\int\!\frac{dk}{k}\left(\frac kM\right)^{s}\!u=2^s\left[\tfrac12M_2(s)+2M_1(s-1)\right]=-\frac{3(1+s)\Gamma(s)\Gamma(1-\frac s2)}{(2+s)(1-s)\Gamma(1+\frac s2)} .$$
By $\ln\Gamma(1+s)=-\gamma s+\pi^2s^2/12+\dots$, $\Gamma(1+s)\Gamma(1-\frac s2)/\Gamma(1+\frac s2)=1+\pi^2s^2/12$, and $(1+2s+2s^2)(1-\frac s2+\frac{s^2}4)=1+\frac32s+\frac54s^2$, so $\hat U=-\frac3{2s}[1+\frac32s+(\frac54+\frac{\pi^2}{12})s^2+\dots]$. The pole is the plateau.

For the loop, $\int\frac{dk}kk^{2-s}/(k^2+\lambda^2)=\pi\lambda^{-s}/2\sin\frac{\pi s}2$. The $v$ integral is $\tfrac12[B(\frac32,\frac s2)-\frac13B(\frac52,\frac s2)]=\tfrac12B(\frac32,\frac s2)\frac{2+s}{3+s}$, and the duplication formula gives $B(\frac32,\frac s2)=2^{s-1}\Gamma(\frac s2)^2/(1+s)\Gamma(s)$. For $0<\mathrm{Re}\,s<2$,
$$P(s)=\int\!\frac{dk}{k}\left(\frac km\right)^{-s}\!I=\frac{\pi(2+s)\Gamma(\frac s2)^2}{8\sin\frac{\pi s}2\,\Gamma(s)(1+s)(3+s)} .$$
Here $\pi/8\sin\frac{\pi s}2=\frac1{4s}(1+\frac{\pi^2s^2}{24})$ and $\Gamma(\frac s2)^2/\Gamma(s)=\frac4s(1-\frac{\pi^2s^2}{24})$, so the $\pi^2$ terms cancel, and $(1+\frac s2)(1-\frac43s+\frac{13}9s^2)$ gives $P=\frac2{3s^2}[1-\frac56s+\frac79s^2+\dots]$. Its poles reproduce $\tfrac23\ln(k/m)-\tfrac59$.

Inverting, $I=\int\frac{ds}{2\pi i}P(s)(k/m)^s$, so $\int\frac{dk}kuI=\int\frac{ds}{2\pi i}P\hat U\,r^s$ along $0<\mathrm{Re}\,s<1$. The integrand falls exponentially in $\mathrm{Im}\,s$ and $r>1$, so the contour moves left and collects residues. Near $s=0$,
$$P\hat Ur^s=-\frac1{s^3}\left[1+\tfrac23s+\left(\tfrac54+\tfrac{\pi^2}{12}-\tfrac54+\tfrac79\right)s^2\right]\left[1+sL+\tfrac12s^2L^2\right],$$
and four times the residue is $-2L^2-\frac83L-\frac{28}9-\frac{\pi^2}3$. The double logarithm is the simple pole of the recoil kernel times the double pole of the running coupling. At $s=-1$ the factor $1+s$ cancels the pole of $\Gamma(s)$ in $\hat U$, and $1/\Gamma(s)$ cancels $1/(1+s)$ in $P$, so there is no $1/r$ correction.

The one-scale integral $X$ is elementary. Set $x=k/2m=\sinh t$, $q=\coth t$, so $q^2=1+1/x^2$. Dividing $v^2-v^4/3$ by $q^2-v^2$ and using $\int_0^1dv/(q^2-v^2)=t/q$,
$$I=\int_0^1\!\frac{v^2-v^4/3}{q^2-v^2}dv=\tfrac13\left[q^2-\tfrac83+(3q-q^3)t\right].$$
Also $z/x=q-1$, $z^2=(q-1)/(q+1)$ and $dx/x=-q\,dq/(q^2-1)$, so $W\,dx/x=-\tfrac12R\,dq$ with $R=q(4q+5)/(q+1)^2$. In $p=q+1\in(2,\infty)$, $R=4-3/p-1/p^2$ and $t=-\tfrac12\ln(1-2/p)$. Multiplying out,
$$6X=\int_2^\infty\!dp\left[4p^2-11p-\tfrac53+\tfrac7p+\tfrac5{3p^2}+\left(G'(p)+\tfrac6p+\tfrac2{p^2}\right)t\right],$$
with $G=-p^4+5p^3-4p^2-11p+14$, chosen so that $G(2)=0$. With $\eta=2/p$, the $6/p$ term is $-3\int_0^1\ln(1-\eta)\,d\eta/\eta=\pi^2/2$ and the $2/p^2$ term is $-\tfrac12\int_0^1\ln(1-\eta)\,d\eta=\tfrac12$. Since $t'=-1/p(p-2)$, parts give $Gt$ at a cutoff $N$ plus $\int G/p(p-2)=\int(-p^2+3p+2-7/p)$. The rational integrand becomes $3p^2-8p+\frac13+\frac5{3p^2}$, with integral $N^3-4N^2+\frac N3+\frac{49}6$. From $t=\frac1N+\frac1{N^2}+\frac4{3N^3}+\frac2{N^4}$, $Gt=-N^3+4N^2-\frac N3-\frac{31}3$. The powers cancel, $6X=\frac{\pi^2}2+\frac12-\frac{13}6$, and $4X=\frac{\pi^2}3-\frac{10}9=2.178757$. Therefore
$$B_e=-2L^2-\frac83L-2-\frac{2\pi^2}3+O(L/r^2).$$
The remainder comes from the window again. At large $x$, $3q-q^3=2+O(x^{-4})$ and $t=\ln2x+1/4x^2$, so $I$ has the correction $1/2x^2=2m^2/k^2$. Times the term $x^2=k^2/4M^2$ of $u$, it gives $4\cdot\frac{m^2}{2M^2}\int_m^Mdk/k=2L/r^2$. The numerical slope is $1.997$.

## A loop that does not run in the window

If the double logarithm is due to running between $m$ and $M$, a muon loop $I_M$ (the same function with $m\to M$), which switches on only at $k\sim M$, must give none. Its bracket is $B_\mu=4\int\frac{dk}k[W(k/2M)-W(k/2m)]I_M$. The first term has one scale and equals $4X$. The second is $-4\cdot\frac{9m^2}{2k^2}\cdot\frac{k^2}{15M^2}$ per $\ln k$ in the window. So $B_\mu=\frac{\pi^2}3-\frac{10}9-\frac65L/r^2+\dots$, free of logarithms at this order in $m/M$; the numerical slope is $-1.200$. In the sum of both loops $X$ cancels and the constant is $-\frac{28}9-\frac{\pi^2}3=-6.400979$.

## Muonium

With $1/\alpha=137.035999$ and $r=206.768283$: $L=5.331599$, $L^2=28.42595$, $mM/(M^2-m^2)=4.836445\times10^{-3}$, $E_F=4453.8390$ MHz. The recoil term is $-3\times4.836445\times10^{-3}\times5.331599\,E_F/(137.035999\,\pi)=-800.3$ kHz, and the nonrecoil loop term is $177.9$ kHz. The unit of the brackets is $(\alpha/\pi)^2\,mM/(M^2-m^2)\,E_F=0.116223$ kHz.

At the top of the window $\alpha^2$ has grown by the fraction $(4\alpha/3\pi)L=0.016512$ at leading logarithm, and by $2(\alpha/\pi)I(M)=0.013932$ in full; the gap is the $-\tfrac59$. The leading growth is linear in $\ln k$, so its average over the window is half the top value, and $-800.3\times0.016512/2=-6.61$ kHz. Term by term:

- double logarithm: $-2\times28.42595=-56.8519$, times $0.116223$ kHz, is $-6.61$ kHz ($-2.73\times10^{-11}$ eV, $-1.48$ ppm of $E_F$);
- single logarithm: $-\tfrac83\times5.331599=-14.2176$, or $-1.65$ kHz;
- constant: $-6.400979-2.178757=-8.5797$, or $-1.00$ kHz.

The sum $-79.64922$ compares with the exact integral $-79.64898$, or $-9.26$ kHz; the difference $0.00024$ is close to $2L/r^2$. The muon loop gives $2.17856$ against the asymptotic $2.17876$, or $+0.25$ kHz; that difference is somewhat larger in size than $\frac65L/r^2$, the rest being of the order of the unlogged $1/r^2$ term, which was not derived. Both loops together give $-77.47042$, or $-9.00$ kHz. The numerical check printed below lists these values.

The expansion in $m/M$ is thus far more accurate than the expansion in $1/L$: the double logarithm is $0.7138$ of the electron-loop recoil term, because the single logarithm is $4/3L=0.25$ of the double one and the split-dependent constant another $0.15$ of it. The kHz values are leading order in $\alpha$; corrections from atomic momenta, suppressed by $\alpha$ up to factors of $\ln\alpha$, and from further loops, counted by $(\alpha/\pi)L$, are outside them. The coefficient $-2$ rests on the plateau $-\tfrac32$, derived for a pointlike Dirac heavy particle. A nucleus of radius $R\gg1/M$ cuts the integrand off through its form factors at $k\sim1/R$, before $k$ reaches $M$, and for a heavy ion $Z\alpha$ is not small enough to set the external momenta to zero, so the formula does not carry over to those systems.

## Table of computed values

```
test m=1,M=7: IR coefficient 2.22817, 8 m_r/pi 2.22817
plateau at k=sqrt(mM), r=1e8: -1.49960
m*int I dk/k^2 = 0.462638; nonrecoil coefficient of alpha^2 EF 0.750000
pole at s=0: L^2 -2.000000, L -2.666667, const -6.400979
4X = 2.178757; electron-loop constant -8.579736
L^2 coefficient from m<k<M -2.00000, from outside -0.00000
remainder coefficient of L/r^2: electron 1.997, muon -1.200
1/alpha = 137.035999
M/m = 206.768283, L = 5.331599, L^2 = 28.42595
mM/(M^2-m^2) = 4.836445e-03, m/M = 4.836332e-03
EF = 4453838.99 kHz = 4453.8390 MHz
recoil -(3a/pi) mM/(M^2-m^2) L EF = -800.304 kHz
(4a/3pi) L = 0.016512; 2(a/pi) I(M) = 0.013932
(a/pi)^2 (m/M) EF = 0.116220 kHz
(a/pi)^2 mM/(M^2-m^2) EF = 0.116223 kHz
nonrecoil (3/4)a^2 EF M^2/(M^2-m^2) = 177.884 kHz
running-coupling integral -56.8519 -> -6.6075 kHz
double log -56.8519 -> -6.6075 kHz
single log -14.2176 -> -1.6524 kHz
electron constant -8.5797 -> -0.9972 kHz
electron loop asymptotic -79.64922 -> -9.2571 kHz
electron loop exact -79.64898 -> -9.2570 kHz
muon loop asymptotic 2.17876, exact 2.17856 -> 0.2532 kHz
both loops exact -77.47042 -> -9.0038 kHz
double log / electron loop = 0.7138
double log = -2.7326e-11 eV = -1.4835 ppm of EF
```
